# Equilibrium defect concentrations in and beyond the dilute limit

A crystal held at a high temperature contains defects even though each one costs energy. A few defects can be placed in a great many ways, and the entropy gained outweighs the cost until some equilibrium number is reached. A calculation on a supercell supplies the cost of one defect. The question is how many defects the crystal then contains, and what changes when they are numerous enough to compete for sites.

## Setting and assumptions

Let the crystal have \(N\) sites on which a certain defect can form, and let \(n\) of them carry it. The fraction of defective sites is \(x=n/N\). Three assumptions define the model.

**A1.** The sites are equivalent and each holds at most one defect. A defect has \(g\) internal states of equal energy, such as spin states or orientations. An intact site has one state.

**A2.** Defects do not interact, so \(n\) defects cost \(nE_f\) however they are arranged.

**A3.** The temperature \(T\), the chemical potentials of the atoms and the Fermi level are fixed by reservoirs, and the crystal has had time to reach equilibrium with them.

The formation energy of a defect of charge \(q\) (in units of the elementary charge) is

\[
E_f=E_{\rm defect}-E_{\rm perfect}-\sum_i \Delta N_i\,\mu_i+qE_F ,
\]

where \(\Delta N_i\) atoms of kind \(i\), with chemical potential \(\mu_i\), have been added. A positive charge means that \(q\) electrons have left for the reservoir, where each has energy \(E_F\); hence the plus sign. Energies and \(E_F\) share one reference.

\(E_f\) contains neither the entropy of choosing sites nor the entropy \(k\ln g\) of the internal states, since both are counted below. If the defect changes the lattice vibrations, \(E_f\) must be read as a formation free energy that includes this change.

**Theorem.** Under A1–A3 and for large \(N\), the free energy has a single minimum, at

\[
c=\frac{N}{1+\dfrac{1}{g}\,e^{E_f/kT}} .
\tag{1}
\]

When \(g\,e^{-E_f/kT}\ll1\), this reduces to

\[
c\simeq N g\,e^{-E_f/kT}.
\tag{2}
\]

Here \(c\) is the equilibrium value of \(n\). Dividing both sides by the volume turns \(c\) and \(N\) into densities without changing the formulas.

## What is minimised

In contact with the reservoirs, a microstate with \(n\) defects has a probability proportional to \(e^{-nE_f/kT}\), because \(E_f\) already includes the exchange of atoms and electrons. If \(W(n)\) microstates have \(n\) defects, then

\[
P(n)\propto W(n)\,e^{-nE_f/kT}=e^{-F(n)/kT},
\qquad
F(n)=nE_f-kT\ln W(n).
\tag{3}
\]

The most probable \(n\) is therefore the one that minimises \(F\). Since particles are exchanged, \(F\) is strictly a change in grand potential; it is called the free energy here.

**Lemma 1 (counting).**

\[
W(n)=\frac{N!}{n!\,(N-n)!}\,g^n .
\]

*Proof.* The binomial coefficient counts the choices of \(n\) defective sites among \(N\). For each choice, every defect independently takes one of \(g\) states, which gives \(g^n\). ∎

For six sites, \(g=2\) and \(n=2\), this is \(15\times4=60\), as found by listing the microstates.

If an intact site had \(g_0\) states, there would be a further factor \(g_0^{N-n}\). Since \(g^n g_0^{N-n}=g_0^N(g/g_0)^n\), and \(g_0^N\) does not depend on \(n\), the effect is to replace \(g\) by \(g/g_0\).

**Lemma 2 (entropy per site).** For large \(N\) at fixed \(x\),

\[
\frac{\ln W}{N}\to -x\ln x-(1-x)\ln(1-x)+x\ln g .
\]

*Proof.* Since the logarithm increases, comparing \(\ln m!=\sum_{j=1}^m\ln j\) with the integral \(\int_1^m\ln t\,dt=m\ln m-m+1\) gives

\[
m\ln m-m+1\le \ln m!\le m\ln m-m+1+\ln m .
\]

Thus \(\ln m!=m\ln m-m\) with an error that grows no faster than \(\ln m\). In the binomial coefficient the linear terms cancel, because \(-N+n+(N-n)=0\). What remains is

\[
N\ln N-n\ln n-(N-n)\ln(N-n).
\]

Insert \(n=xN\) and \(N-n=(1-x)N\). The terms in \(\ln N\) have the coefficient \(N-xN-(1-x)N=0\), which leaves \(-N[x\ln x+(1-x)\ln(1-x)]\). The factor \(g^n\) adds \(Nx\ln g\). After division by \(N\), the error is of order \((\ln N)/N\) and vanishes. ∎

At \(x=0.1\) the error in the entropy per site is \(2.0\times10^{-2}\,k\) for 100 sites and \(6.6\times10^{-6}\,k\) for a million.

## Proof of the theorem

By Lemma 2 the free energy per site is

\[
f(x)=xE_f+kT\left[x\ln x+(1-x)\ln(1-x)-x\ln g\right].
\]

The derivative of \(x\ln x\) is \(\ln x+1\), and that of \((1-x)\ln(1-x)\) is \(-\ln(1-x)-1\). The constants cancel:

\[
f'(x)=E_f+kT\ln\frac{x}{g(1-x)} .
\]

Setting this to zero gives

\[
\frac{x}{1-x}=a,\qquad a\equiv g\,e^{-E_f/kT}.
\tag{4}
\]

Hence \(x=a-ax\), so \(x(1+a)=a\) and

\[
x=\frac{a}{1+a}=\frac{1}{1+1/a}=\frac{1}{1+e^{E_f/kT}/g}.
\]

Multiplication by \(N\) gives (1). The second derivative,

\[
f''(x)=kT\left(\frac1x+\frac1{1-x}\right)=\frac{kT}{x(1-x)},
\]

is positive for \(0<x<1\), so the stationary point is a minimum and there is no other. It lies inside the interval because \(f'\to-\infty\) as \(x\to0\) and \(f'\to+\infty\) as \(x\to1\). For \(a\ll1\), \(a/(1+a)\simeq a\), which is (2). ∎

The infinite slope at \(x=0\) means that, in the limit of large \(N\), the equilibrium fraction is nonzero at any \(T>0\): the entropy gained per defect, \(k\ln[g(1-x)/x]\), exceeds any finite \(E_f/T\) at small enough \(x\). In a crystal of finite \(N\) the first defect gains only \(k\ln(Ng)\), so when \(Na\ll1\) the crystal most probably contains no defect at all.

Equation (4) says that the ratio of defective to intact sites is a Boltzmann factor times \(g\). The dilute law replaces the number of intact sites, \(N-n\), by \(N\). Formula (1) resembles the Fermi function because a site, like an electron state, is occupied at most once. It does not require the defects to be fermions.

**Remark (limits).** Half the sites are defective when \(a=1\), that is, at \(E_f=kT\ln g\). For \(E_f\) far below zero on the scale of \(kT\), \(x\to1\). For \(kT\) large compared with \(|E_f|\), \(x\to g/(1+g)\): all \(1+g\) states of a site become equally likely.

## The most probable number and the average

**Lemma 3.** For any \(N\), the average number of defects is \(Nx\), with \(x\) given by (1), and the variance is \(Nx(1-x)\).

*Proof.* By (3), Lemma 1 and the binomial theorem, the normalising sum is

\[
Z=\sum_{n=0}^{N}\frac{N!}{n!(N-n)!}\,a^n=(1+a)^N .
\]

Applying \(a\,d/da\) to \(a^n\) brings down a factor \(n\), so

\[
\langle n\rangle=a\frac{d\ln Z}{da}=\frac{Na}{1+a}=Nx .
\]

Applying \(a\,d/da\) to \(\langle n\rangle=Z^{-1}\sum_n n\,W e^{-nE_f/kT}\) gives \(\langle n^2\rangle\) from the sum and \(-\langle n\rangle^2\) from \(Z^{-1}\). The variance is therefore

\[
a\frac{d}{da}\frac{Na}{1+a}=\frac{Na}{(1+a)^2}=Nx(1-x),
\]

where the last step uses \(1-x=1/(1+a)\). ∎

The spread relative to the average is \(\sqrt{(1-x)/(Nx)}\). It is negligible when \(Nx\) is large, so a crystal that contains many defects shows the value found by minimisation. In a small particle with only a few defects the average still obeys (1), but individual particles differ noticeably.

## The error of the dilute law

**Corollary 1.** The dilute law overestimates the concentration by the relative amount

\[
\frac{c_{\rm dilute}}{c}-1=a=\frac{x}{1-x}.
\]

*Proof.* \(c_{\rm dilute}/N=a\) and \(c/N=a/(1+a)\), so their ratio is \(1+a\). Equation (4) gives the second form. ∎

For \(E_f>0\) and a tolerated relative excess \(\varepsilon<g\), setting \(g\,e^{-E_f/kT}=\varepsilon\) gives the temperature at which it is reached:

\[
T_\varepsilon=\frac{E_f}{k\ln(g/\varepsilon)} .
\tag{5}
\]

The source of the excess is visible in the counting. The number of ways to choose sites is \(N(N-1)\cdots(N-n+1)/n!\). The dilute law follows if each factor in the numerator is replaced by \(N\), as if every defect had all sites to choose from, so that \(W\) becomes \((Ng)^n/n!\). This is an approximation for few defects, not the exact count for sites that can hold several identical ones: for \(n=2\) and \(g=1\) that count would be \(N(N+1)/2\), not \(N^2/2\). With \(\ln n!\simeq n\ln n-n\), the condition for the minimum is

\[
E_f-kT\left[\ln(Ng)-\ln n\right]=0,
\]

whose solution is (2) for every \(a\). Nothing in this counting limits \(n\) to \(N\), and for \(a>1\) the result exceeds \(N\).

**Remark (interactions).** Formula (1) corrects the counting but not the energy. Suppose that each site has \(z\) neighbours and each neighbouring pair of defects costs an extra energy \(v\). In mean field, where the defects are taken as randomly distributed, there are \(\tfrac12 zn^2/N\) such pairs, and the derivative of the energy with respect to \(n\) changes from \(E_f\) to \(E_f+zxv\). At small \(x\) this alters the concentration by a relative amount \(-zxv/kT\), while exclusion alters it by \(-x\). At small \(x\) the random distribution is justified only for \(|v|\ll kT\). For general \(v\), each of the \(z\) neighbours of a site is defective with probability \(x\) to lowest order and then multiplies the Boltzmann factor of a defect on that site by \(e^{-v/kT}\), so the relative change is \(zx\,(e^{-v/kT}-1)\). This reduces to \(-zxv/kT\) for weak interaction, tends to \(-zx\) for strong repulsion and grows exponentially for attraction. For such a short-range interaction both corrections are of first order in \(x\). Exclusion is the larger of the two only if \(z\,|e^{-v/kT}-1|<1\), which for \(z=4\) means \(-0.89<zv/kT<1.15\), and it dominates only if \(z|v|\ll kT\). Charged defects interact at long range, and the screened Coulomb (Debye–Hückel) correction grows as \(\sqrt{x}\), so at small \(x\) it exceeds both. For singly charged defects with as many free electrons, a dielectric constant of 12, \(N=5\times10^{22}\ \mathrm{cm^{-3}}\) and 1000 K, it raises the concentration by about 3 % at \(x=10^{-6}\), where exclusion changes it by one part in a million.

## A numerical case

Take the model parameters \(N=5.0\times10^{22}\ \mathrm{cm^{-3}}\), \(g=2\) and \(E_f=0.30\) eV. At 600 K, \(kT=0.05170\) eV and \(E_f/kT=5.8023\). Then

\[
a=2e^{-5.8023}=6.041\times10^{-3},
\qquad
x=\frac{6.041\times10^{-3}}{1.006041}=6.005\times10^{-3},
\]

so \(c=3.00\times10^{20}\ \mathrm{cm^{-3}}\), against \(3.02\times10^{20}\ \mathrm{cm^{-3}}\) from the dilute law. The relative spread in one cubic centimetre is \(6\times10^{-11}\). Other temperatures give:

| \(T\) (K) | \(x\), full | \(x\), dilute | excess (%) |
|---|---|---|---|
| 300 | \(1.825\times10^{-5}\) | \(1.825\times10^{-5}\) | 0.002 |
| 600 | 0.00601 | 0.00604 | 0.60 |
| 900 | 0.0401 | 0.0418 | 4.2 |
| 1200 | 0.0990 | 0.1099 | 11.0 |

The excess is relative to the full result. By (5) it reaches 1 % at

\[
T=\frac{0.30\ \mathrm{eV}}{(8.617\times10^{-5}\ \mathrm{eV/K})\ln 200}=657\ \mathrm{K}.
\]

The numerical check also finds the minimum of \(F\) by direct search on a million sites, using factorials without Stirling's approximation. At 1200 K it lies at 99 036 defects with exclusion and at 109 922 without it.

At 900 K, half filling requires \(E_f=kT\ln2=0.054\) eV. For \(E_f=0.05\) eV, just below this, the full law gives \(x=0.512\) and the dilute law 1.05, more defects than sites. For \(E_f=-0.10\) eV the values are 0.879 and 7.26. The full law stays within its bounds, but at such fillings most defects have defective neighbours, and A2 would need separate justification. If \(E_f\) stays negative on cooling, the assumed host is unstable against forming the defect even at low temperature.

## Several defects on the same sites

A site may be able to host different defects, or one defect in several charge states. Let kind \(i\) have formation energy \(E_i\) and degeneracy \(g_i\), and put \(a_i=g_ie^{-E_i/kT}\).

**Corollary 2.** If each site holds at most one defect of any kind,

\[
c_i=\frac{N a_i}{1+\sum_j a_j}.
\tag{6}
\]

*Proof.* The sites are independent, and the Boltzmann factors of one site add up to \(1+\sum_j a_j\): one for the intact site and \(a_j\) for kind \(j\). The probability of kind \(i\) is its share of this sum. ∎

Applying (1) to each kind separately replaces the denominator \(1+\sum_j a_j\) by \(1+a_i\). It then overestimates each concentration, because sites taken by the other kinds are counted as free.

Consider at 900 K a neutral state with \(E=0.12\) eV and \(g=2\), and a state of charge \(+1\) with \(g=1\) and \(E=0.05\) eV at \(E_F=0\). Raising the Fermi level to 0.05 eV raises the latter energy to 0.10 eV. Taken alone, the two states would have \(x=0.299\) and 0.216. Their factors \(a=g\,e^{-E/kT}\), with \(kT=0.07756\) eV, are 0.426 and 0.275. The common denominator is \(1+0.426+0.275=1.701\), and (6) gives 0.250 and 0.162.

## When the defects themselves set the Fermi level

For a charged defect, A3 requires \(E_F\) to be known. In an otherwise pure crystal it is not given in advance: the defects release carriers, the carriers determine \(E_F\), and \(E_F\) enters \(E_f\).

Consider defects of charge \(+1\), each of which releases one electron into \(M\) states at the conduction-band edge. These states have the same energy, taken as zero, and each holds at most one electron. There are no other carriers or charges. Let \(A\) be the cost of forming a defect and placing its electron at the band edge. Atoms are still exchanged with reservoirs, but electrons are not.

**Proposition.** Minimising the free energy of this closed electron system gives (1) with \(E_f=A+E_F\), where \(E_F\) is the value that makes the crystal neutral.

*Proof.* Neutrality requires \(n\) electrons for \(n\) defects. The electrons can be distributed in \(M!/[n!(M-n)!]\) ways, so

\[
F(n)=nA-kT\left[\ln\frac{N!\,g^n}{n!(N-n)!}+\ln\frac{M!}{n!(M-n)!}\right].
\]

As in the proof of the theorem, each binomial coefficient contributes a logarithm to the derivative:

\[
A-kT\ln\frac{g(N-n)}{n}-kT\ln\frac{M-n}{n}=0 .
\tag{7}
\]

The Fermi level is the chemical potential of the electrons, the derivative of their own free energy with respect to their number. Their energy is zero, so only the entropy contributes:

\[
E_F=-kT\ln\frac{M-n}{n}.
\]

This is equivalent to the Fermi occupation \(n/M=1/(1+e^{-E_F/kT})\). Equation (7) becomes \(A+E_F=kT\ln[g(N-n)/n]\), which is (4) with \(E_f=A+E_F\). The second derivative of \(F\) is a sum of positive terms, so the minimum is unique. ∎

The concentration law is thus unchanged, but its formation energy must be found self-consistently. Combining the logarithms in (7) gives

\[
\frac{n^2}{(N-n)(M-n)}=g\,e^{-A/kT},
\qquad
n\simeq\sqrt{gNM}\;e^{-A/2kT}\quad(n\ll N,M).
\tag{8}
\]

The exponent contains \(A/2\) because one cost \(A\) creates two independent objects, a defect and an electron, and both gain entropy.

The slope of \(\ln n\) against \(1/kT\) measures the apparent activation energy. Differentiating the logarithm of the first relation in (8), with \(N\), \(M\) and \(A\) constant, gives

\[
-\frac{d\ln n}{d(1/kT)}=\frac{A}{2+\dfrac{n}{N-n}+\dfrac{n}{M-n}} ,
\]

which for \(A>0\) is below \(A/2\), and only slightly so when \(n\ll N,M\). This relies on a constant \(M\). For a real parabolic band the effective number of states grows as \(T^{3/2}\); by (8) this adds \(\tfrac34kT\), or 0.065 eV at 1000 K, and the dilute slope then lies above \(A/2\).

For \(N=10^6\), \(M=2\times10^5\), \(g=1\) and \(A=1.00\) eV, the direct search at 1000 K finds \(n=1345\), and solving the neutrality condition gives 1345.5. The two differ by less than one defect; the search runs over integers with exact factorials, whereas the neutrality condition is the limit of large numbers. The root law in (8) gives 1351. The two fractions in the slope formula are 0.0013 and 0.0068, so the predicted activation energy is \(1.00/2.0081=0.498\) eV. The searched minima at 900 and 1100 K also give 0.498 eV.

The formation energy itself is different: at 1000 K, \(E_F=-0.430\) eV and \(E_f=0.570\) eV. In the dilute limit, (8) and \(E_F\simeq kT\ln(n/M)\) give

\[
E_f\simeq\frac A2+\frac{kT}{2}\ln\frac{gN}{M}.
\]

The second term is proportional to \(T\). In \(e^{-E_f/kT}\) it contributes a constant factor, not a slope. A measured activation energy therefore equals \(E_f\) in the dilute regime if \(E_f\) is constant, but in general not if the defect is charged and the Fermi level moves with temperature. For a formation energy that depends on temperature the slope is \(E_f-T\,dE_f/dT\), so it also differs from \(E_f\) for a neutral defect whose vibrational free energy or chemical potentials vary with \(T\).

## Calculated quantities

```
Boltzmann constant = 8.617333e-05 eV/K
site density N = 5.00e+22 cm^-3, g = 2, E_f = 0.30 eV
sites in direct minimum search = 1000000
microstates of 6 sites for n = 0..6: 1 12 60 160 240 192 64
x = 0.1, 100 sites: Stirling error/site = 2.03e-02 k
x = 0.1, 10000 sites: Stirling error/site = 4.32e-04 k
x = 0.1, 1000000 sites: Stirling error/site = 6.62e-06 k
T = 300 K: kT = 0.02585 eV, E_f/kT = 11.6045
  full:   x = 1.8249e-05, c = 9.1246e+17 cm^-3
  dilute: x = 1.8250e-05, c = 9.1248e+17 cm^-3
  minimum search: full n = 18, dilute n = 18
  dilute excess = 0.0018 %
T = 600 K: kT = 0.05170 eV, E_f/kT = 5.8023
  full:   x = 6.0052e-03, c = 3.0026e+20 cm^-3
  dilute: x = 6.0414e-03, c = 3.0207e+20 cm^-3
  minimum search: full n = 6005, dilute n = 6041
  dilute excess = 0.6041 %
T = 900 K: kT = 0.07756 eV, E_f/kT = 3.8682
  full:   x = 4.0116e-02, c = 2.0058e+21 cm^-3
  dilute: x = 4.1793e-02, c = 2.0897e+21 cm^-3
  minimum search: full n = 40116, dilute n = 41793
  dilute excess = 4.1793 %
T = 1200 K: kT = 0.10341 eV, E_f/kT = 2.9011
  full:   x = 9.9036e-02, c = 4.9518e+21 cm^-3
  dilute: x = 1.0992e-01, c = 5.4961e+21 cm^-3
  minimum search: full n = 99036, dilute n = 109922
  dilute excess = 10.9922 %
curvature of F at 1200 K, 1000000 sites = 1.1589e-06 eV
relative spread of n in 1 cm^3 at 600 K = 5.75e-11
dilute law 1 % too high at T = 657.1 K
half filling at 900 K: E_f = 0.05376 eV
E_f = 0.05 eV, 900 K: full x = 0.5121, dilute x = 1.0496
E_f = -0.10 eV, 900 K: full x = 0.8790, dilute x = 7.2611
competition at 900 K, Fermi level = 0.05 eV, E(+1) at zero = 0.05 eV
  neutral: E = 0.12 eV, g = 2, shared x = 0.2502, alone x = 0.2986
  +1: E = 0.10 eV, g = 1, shared x = 0.1619, alone x = 0.2160
closed system: N = 1000000, M = 200000, A = 1.00 eV, g = 1
  900 K: search n = 707, neutrality n = 707.5, root law n = 709.0
    E_F from band edge = -0.4375 eV, E_f = 0.5625 eV
  1000 K: search n = 1345, neutrality n = 1345.5, root law n = 1350.9
    E_F from band edge = -0.4304 eV, E_f = 0.5696 eV
  1100 K: search n = 2273, neutrality n = 2273.7, root law n = 2289.3
    E_F from band edge = -0.4233 eV, E_f = 0.5767 eV
  apparent activation energy, 900 to 1100 K = 0.498 eV
```
